# Why Thin Diffuse Wires Lack the Film's Leading Logarithm

**Q:** I measure films and wires of the same clean metal. When I cool them, the film goes on gaining conductivity slowly, while a wire as wide as the film is thick almost stops. I am told that the film has a logarithm which the wire lacks. Before we discuss why, what is the model?

**A:** A spherical Fermi surface, one isotropic relaxation time, classical electrons, and smooth, straight walls that scatter completely diffusely. There are no grain boundaries. The current flows along $x$, $\lambda$ is the bulk free path, and $\mathbf u$ is the unit vector of an electron's velocity.

Let $g$ be the deviation of the distribution from equilibrium $f_0$, and $F$ the force along $x$. Dividing the linearized, steady Boltzmann equation by the speed gives

$$\mathbf u\cdot\nabla g+\frac{g}{\lambda}=-F u_x\frac{\partial f_0}{\partial\varepsilon}.$$

In the bulk the gradient vanishes and $g_0=-F\lambda u_x\,\partial f_0/\partial\varepsilon$. Near walls we need the value of $g$ for electrons just leaving a wall. A diffuse wall emits equally in all directions, so this value is a constant, fixed by the requirement that as many electrons leave as arrive. The arriving $g$ is odd in $u_x$, because reversing $x$ leaves the geometry unchanged and reverses the force. Its contribution to the arriving flux is therefore zero, and so is the constant.

Integrating from the wall along a straight path of length $s$ gives $g=g_0(1-e^{-s/\lambda})$. The current is proportional to the average of $u_xg$, and in the bulk $\langle u_x^2\rangle=1/3$. Hence

$$\frac{\sigma}{\sigma_0}=3\left\langle u_x^2\left(1-e^{-s/\lambda}\right)\right\rangle ,$$

where the average runs over all interior points and all directions, and $s$ is the distance back to the wall. I shall use the effective free path $\Lambda=\lambda\sigma/\sigma_0$. Since $\sigma_0$ is proportional to $\lambda$, the conductivity $\sigma$ of a sample is proportional to $\Lambda$ as it cools, even though $\sigma/\sigma_0$ falls.

**Q:** That average contains distances from interior points. Where do chords enter?

**A:** Every path lies on a chord, a straight segment from wall to wall with length $\ell$. For a fixed direction, cut the metal into thin parallel tubes of cross-section $dA_\perp$. The natural measure of chords is $dA_\perp d\Omega$, and I write $E[\dots]$ for averages with this measure.

Its total is found by counting chords where they enter. A surface element $dS$ contributes $dS\int\cos\vartheta\,d\Omega=\pi\,dS$ over the inward hemisphere, so the total is $\pi S$. Weighting each chord with its length fills the volume once for each direction, which gives $4\pi V$. The mean chord is therefore

$$\bar\ell=\frac{4\pi V}{\pi S}=\frac{4V}{S}.$$

An interior average of any function $q(s)$ becomes $\bar\ell^{-1}E[\int_0^\ell q(s)\,ds]$. A long chord thus counts in proportion to its length, and the point lies uniformly along it. With $q=1-e^{-s/\lambda}$ the integral is elementary:

$$\Lambda=\frac{3\lambda}{\bar\ell}E\!\left[u_x^2\left(\ell-\lambda+\lambda e^{-\ell/\lambda}\right)\right].$$

For $\ell\ll\lambda$, the exponential expands to $1-\ell/\lambda+\ell^2/2\lambda^2$, and the bracket becomes $\ell^2/2\lambda$. If the second moment converges, the thin limit is

$$\Lambda_\infty=\frac{3}{2\bar\ell}E[u_x^2\ell^2].$$

If it diverges, chords of all lengths up to $\lambda$ contribute, and $\lambda$ remains in the result however thin the sample is. The question is how fast the distribution of long chords falls.

**Q:** How fast does it fall in a film?

**A:** Let the thickness be $h$ and $t=|u_z|$, with $z$ normal to the film. Chords enter with the cosine law, so $t$ has density $2t$ between 0 and 1. Since $\ell=h/t$, a chord exceeds $L>h$ when $t<h/L$:

$$\Pr(\ell>L)=\int_0^{h/L}2t\,dt=\frac{h^2}{L^2},\qquad p(\ell)=\frac{2h^2}{\ell^3}.$$

Here $V/S=h/2$, so $\bar\ell=2h$. Long chords run nearly parallel to the film, in any in-plane direction, and their azimuthal average of $u_x^2$ is $1/2$. Beyond $\ell\sim\lambda$ the bracket grows only as $\ell$, so the second moment is cut off there. To leading logarithm,

$$\Lambda\simeq\frac{3}{4h}\cdot\frac12\int_h^\lambda\ell^2\,\frac{2h^2}{\ell^3}\,d\ell=\frac{3h}{4}\ln\frac{\lambda}{h}.$$

For $h\ll\ell\ll\lambda$, each factor of ten in chord length adds the same amount to $\Lambda$.

**Q:** And in a wire?

**A:** Take a long wire of convex cross-section, with area $A$ and perimeter $P$. Let $\theta$ be the angle between a chord and the axis, and $c$ the chord's projection onto the cross-section. Then $\ell=c/\sin\theta$.

The area perpendicular to the chord is $dA_\perp=dp\,(dx\sin\theta)$, where $p$ is the sideways offset of the projected line. With $d\Omega=\sin\theta\,d\theta\,d\phi$, the measure is $\sin^2\theta\,d\theta\,dp\,d\phi\,dx$. One sine comes from the solid angle, the other from the small target that a wire presents to lines nearly along it. The angle $\theta$ is therefore independent of $c$, with density $(4/\pi)\sin^2\theta$ on $(0,\pi/2)$. For $L$ much larger than the width,

$$\Pr(\ell>L)=E\!\left[\frac4\pi\int_0^{\arcsin(c/L)}\sin^2\theta\,d\theta\right]\to\frac{4E[c^3]}{3\pi L^3}.$$

Two facts about lines in a plane give $E[c^3]$. First, the measure $dp\,d\phi$ of undirected lines meeting the cross-section is $P$. To see this, count crossings: a boundary element $db$ is crossed by $db\int_0^\pi|\sin\phi|\,d\phi=2\,db$, and each line crosses the boundary twice.

Second, choose two points of the cross-section. They define a line, and their positions $a,a'$ along it. Polar coordinates of one point about the other give $dA\,dA'=|a-a'|\,da\,da'\,dp\,d\phi$. Integrating over a chord gives $\int_0^c\!\int_0^c|a-a'|\,da\,da'=c^3/3$. Integrating over all pairs therefore gives

$$A^2=\frac{P}{3}E[c^3],\qquad \Pr(\ell>L)\to\frac{4A^2}{\pi P L^3}.$$

For a round wire of diameter $d$, this is $d^3/4L^3$. The density $p(\ell)$ falls as $\ell^{-4}$, one power faster than in the film, and the second moment is finite.

**Q:** So is it right to say that grazing electrons soon meet another wall?

**A:** Yes, with one exception: those moving nearly along the axis. The others, which would travel far in a film, are stopped by the side walls.

The distances from interior points show this. Setting $q(s)=1$ for $s>L$ and zero otherwise gives

$$\Pr(s>L)=\frac1{\bar\ell}\int_L^\infty\Pr(\ell>x)\,dx.$$

For the film this is $(1/2h)(h^2/L)=h/2L$. For the wire $\bar\ell=4A/P$, and the result is

$$\frac{P}{4A}\cdot\frac{4A^2}{\pi P}\cdot\frac1{2L^2}=\frac{A}{2\pi L^2}.$$

The second result can be read directly. Seen from a point in the wire, the cross-section at distance $L$ fills a solid angle $A/L^2$. There are two such caps, one in each direction, out of $4\pi$. In the film the allowed directions form a belt around the whole horizon, whose width shrinks only as $1/L$.

Now add side walls to a film so that it becomes a square wire of side $h$. The surviving fraction of paths longer than $L$ is

$$\frac{h^2/2\pi L^2}{h/2L}=\frac{h}{\pi L}.$$

For $L=10h$ this is 3.2 %. Traced random rays, with the same points and directions used with and without side walls, also give 3.2 %.

**Q:** Do traced chords confirm the two tails?

**A:** For chords longer than $5h$, tracing gives 0.0400 in the film and 0.00253 in the square wire, against predictions of 0.0400 and 0.00255. At $10h$ they are 0.00995 and 0.000317, against 0.0100 and 0.000318. Doubling the length reduces the film's tail by four and the wire's by eight.

The round wire scatters more: 0.00196 against 0.00200 at $5d$, and 0.000235 against 0.000250 at $10d$. The last value is 6 % below the law. With four million chords, about a thousand should exceed $10d$, so one standard error is 3 %. The next term of the tail, $d^5/16L^5$, is positive and raises the prediction only to 0.00202 and 0.000251. The shortfalls, between two and three standard errors, are therefore sampling noise, and this sample is not a precision check of the round-wire coefficient.

**Q:** What value does the wire's effective path approach?

**A:** In the thin limit we need $u_x^2\ell^2=\cos^2\theta\,c^2/\sin^2\theta$. The weight $\sin^2\theta$ cancels the denominator:

$$E[u_x^2\ell^2]=E[c^2]\,\frac4\pi\int_0^{\pi/2}\cos^2\theta\,d\theta=E[c^2],\qquad \Lambda_\infty=\frac{3P}{8A}E[c^2].$$

In a circle the offset $p$ is uniform between $-d/2$ and $d/2$, and $c^2=d^2-4p^2$. Since $\langle p^2\rangle=d^2/12$, we have $E[c^2]=2d^2/3$. With $P/A=4/d$,

$$\Lambda_\infty=\frac38\cdot\frac4d\cdot\frac{2d^2}{3}=d.$$

The thin round wire thus behaves as if its free path were its diameter.

**Q:** You obtained the film's logarithm with a rough cut-off. Can you find the constant beside it?

**A:** Yes. Write $1-e^{-s/\lambda}=\lambda^{-1}\int_0^s e^{-L/\lambda}dL$ and exchange the integral with the average:

$$\Lambda=\int_0^\infty W(L)e^{-L/\lambda}\,dL,\qquad W(L)=3\langle u_x^2\rangle_{s>L},$$

where the subscript means that only paths with $s>L$ contribute, without renormalizing the average.

For isotropic directions at interior points, $t=|u_z|$ is uniform on $(0,1)$. A path with $s>L$ must start at least $tL$ from the relevant wall, which holds for a fraction $1-tL/h$ of the thickness. The azimuthal average of $u_x^2$ is $(1-t^2)/2$. Therefore

$$W=\frac32\int_0^{\min(1,h/L)}(1-t^2)\left(1-\frac{tL}{h}\right)dt.$$

For $L<h$ the integral is $2/3-L/4h$. For $L>h$, setting $a=h/L$, it is $a-a/2-a^3/3+a^3/4=a/2-a^3/12$. Thus

$$W=1-\frac{3L}{8h}\quad(L<h),\qquad W=\frac{3h}{4L}-\frac{h^3}{8L^3}\quad(L>h).$$

When $\lambda\gg h$, the exponential can be replaced by 1 except in the slowly falling term $3h/4L$. The part below $h$ gives $h-3h/16=13h/16$, and the cubic term gives $-h/16$. Their sum is $3h/4$. With $\kappa=h/\lambda$, integration by parts gives for the remaining integral

$$\int_\kappa^\infty\frac{e^{-y}}y\,dy=-e^{-\kappa}\ln\kappa+\int_\kappa^\infty e^{-y}\ln y\,dy\to-\ln\kappa-\gamma,$$

where $\gamma=-\int_0^\infty e^{-y}\ln y\,dy\approx0.577$ is Euler's constant. Hence

$$\Lambda_{\rm film}\to\frac{3h}{4}\left[\ln\frac\lambda h+1-\gamma\right].$$

**Q:** Some electrons in the wire still run almost along the axis. Do they leave no logarithm at all?

**A:** They leave one in the correction to the limit. For $L$ much larger than the width, the two caps have $u_x^2\to1$, so $W\to3A/2\pi L^2$. The exact deficit is

$$\Lambda_\infty-\Lambda=\int_0^\infty W(L)\left(1-e^{-L/\lambda}\right)dL.$$

Between the width and $\lambda$, the bracket is approximately $L/\lambda$, and the integrand is $3A/(2\pi\lambda L)$. This range gives a logarithm. For a wire of fixed, compact cross-section, the ranges below and above contribute only terms of order $A/\lambda$ without one. So

$$\Lambda=\Lambda_\infty-\frac{3A}{2\pi\lambda}\ln\frac{\lambda}{\sqrt A}+O\!\left(\frac A\lambda\right).$$

For a round wire, $A=\pi d^2/4$ makes the coefficient $-3/8$ in units of $d^2/\lambda$. Numerical chord integrals give $-0.3749$, and $0.7498$ for the film's leading coefficient $3/4$. The wire's logarithm is multiplied by $d/\lambda$ relative to $\Lambda_\infty$, so it disappears in the thin limit.

**Q:** My lines are often flat strips. When does such a strip count as a film?

**A:** Consider a rectangle of height $h$ and width $w$. The pair measure used above also gives

$$\iint\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}=P\,E[c^2],$$

because the factor $|a-a'|$ cancels and leaves $\int_0^c\!\int_0^c da\,da'=c^2$. Thus $\Lambda_\infty=(3/8A)\iint dA\,dA'/|\mathbf r-\mathbf r'|$.

Two coordinates in $(0,w)$ differ by $X$ with weight $2(w-X)$, and similarly for $Y$ in the height. The double integral is therefore

$$J=4\int_0^w\!dX\int_0^h\!dY\,\frac{(w-X)(h-Y)}{\sqrt{X^2+Y^2}}.$$

Let $R=\sqrt{X^2+Y^2}$, $D=\sqrt{w^2+h^2}$, $\alpha=\operatorname{arsinh}(h/w)$ and $\beta=\operatorname{arsinh}(w/h)$. Polar coordinates give the first integral below, and integration over $X$ and then $Y$ gives the second and fourth. The third follows by exchanging $w$ and $h$:

$$\iint\frac1R=w\alpha+h\beta,\qquad \iint\frac XR=\frac{hD+w^2\alpha-h^2}{2},$$

$$\iint\frac YR=\frac{wD+h^2\beta-w^2}{2},\qquad \iint\frac{XY}R=\frac{D^3-w^3-h^3}{3}.$$

They enter $J/4$ with factors $wh$, $-h$, $-w$ and $1$. Half of each inverse hyperbolic sine term remains. The terms in $D$ combine as $-D(h^2+w^2)/2+D^3/3=-D^3/6$, and the cubes as $(w^3+h^3)(1/2-1/3)$. Multiplying $J$ by $3/8wh$ gives

$$\Lambda_\infty=\frac34\left[w\alpha+h\beta+\frac{w^3+h^3-D^3}{3wh}\right].$$

For a square this is $1.115h$. For $w\gg h$, we have $w\alpha\to h$, $\beta\to\ln(2w/h)$ and $D^3\to w^3+3wh^2/2$, so the last term tends to $-h/2$. Therefore

$$\Lambda_\infty\to\frac{3h}{4}\left[\ln\frac{2w}{h}+\frac12\right]\qquad(\lambda\gg w\gg h).$$

The coefficient is the film's, but the width has replaced $\lambda$ as the cut-off. The full formula for the rectangle gives $2.65h$ at $w/h=10$ and $4.35h$ at $w/h=100$, and traced rays agree. A strip counts as a film when $w\gg\lambda$. If $\lambda\gg w$, its side walls stop the logarithm from growing further.

**Q:** Put numbers to my cooling experiment.

**A:** These numbers illustrate the model and are not a fit to your data. Take a film thickness and a round-wire diameter of 10 nm, with bulk free paths of 40, 400 and 4000 nm.

At 40 nm the film has $\Lambda=14.68$ nm and the wire 7.63 nm. The conductivities relative to bulk are $14.68/40=0.367$ and $7.63/40=0.191$, a ratio of 1.92. The asymptotic film law gives $7.5\,(\ln4+0.423)=13.57$ nm, about 8 % below the full result, because $\lambda/h=4$ is not yet large.

At 400 nm the effective paths are 30.96 and 9.55 nm, and at 4000 nm they are 48.12 and 9.93 nm. The last tenfold increase adds 17.2 nm to the film, close to $7.5\ln10=17.3$ nm, and only 0.4 nm to the wire. The conductivity ratio rises to 3.24 and then 4.84.

**Q:** Can you show that the long chords carry this difference?

**A:** Count the current on chords longer than 100 nm. In the film its share rises from 32.9 % to 57.8 % and 71.9 %. Multiplied by $\Lambda$, these shares are 4.8, 17.9 and 34.6 nm. The shorter chords supply the rest: 9.9, 13.1 and 13.5 nm. Their part has nearly saturated by 400 nm, so almost all later growth comes from the long chords.

In the wire the long-chord share is 4.4 %, 9.1 % and 10.8 %. Its thin limit can be estimated from the tail $p(\ell)=3d^3/4\ell^4$, with $u_x^2\approx1$:

$$\frac{3}{2d}\int_{10d}^\infty\ell^2\,\frac{3d^3}{4\ell^4}\,d\ell=\frac{9d}{80}\approx0.11\,d.$$

Since $\Lambda_\infty=d$, the share levels off near 11 %. In the film it tends to 100 %, because the short-chord part stays finite while $\Lambda$ diverges.

**Q:** How far should I trust this for a real 10 nm sample?

**A:** The classical treatment needs a continuous range of directions. With Fermi wavenumber $k$, confinement makes the normal wavenumber change in steps of about $\pi/h$, so $u_z$ changes in steps of about $\pi/kh$. The film's logarithm uses directions down to $u_z\sim h/\lambda$. These are resolved only if $\lambda\lesssim kh^2/\pi$. For a rough metallic value $k\approx10\ \mathrm{nm}^{-1}$ and $h=10$ nm, the limit is about 300 nm. The 400 nm case is therefore marginal, and the 4000 nm case illustrates the classical law rather than predicting your film.

Cooling can also change the kind of scattering. At low temperature, phonons deflect electrons mainly through small angles, so one isotropic relaxation time is no longer adequate. If $\lambda$ is the path over which many small deflections randomize the direction, the angle spreads by about $\sqrt{s/\lambda}$ over a path $s$, and the electron shifts sideways by about $s^{3/2}/\lambda^{1/2}$. A grazing electron in the film therefore meets a wall after roughly $(h^2\lambda)^{1/3}$. This replaces $\lambda$ as the cut-off, and for $\lambda\gg h$ the logarithm grows only about a third as fast. This diffusion picture needs a single deflection to be much smaller than $(h/\lambda)^{1/3}$, the angle such a path makes with the film plane. Phonons in a cooled film usually fail this condition. In the Bloch–Grüneisen picture their deflection angle falls as $T$, while $\lambda\propto T^{-5}$ makes $(h/\lambda)^{1/3}$ fall as $T^{5/3}$. One collision then already turns a grazing electron toward a wall. The cut-off is the distance between collisions, which grows as $T^{-3}\propto\lambda^{3/5}$, so the logarithm grows about three-fifths as fast.

Partly specular walls also change the argument, since an electron can then keep its drift after a reflection and $s$ no longer ends at the first wall. This matters most for grazing electrons. In a common model of slight roughness, the chance of losing the drift at a reflection falls as $t^2$ for small $t=|u_z|$. Reflections in the film are $h/t$ apart, so the drift survives over a path of order $h/t^3$. Directions with $t$ up to about $(h/\lambda)^{1/3}$ then keep a large part of the bulk path. Apart from factors set by the roughness, they give $\Lambda\sim h^{1/3}\lambda^{2/3}$ instead of a logarithm. In the wire the corresponding directions form a narrow cone around the axis, with a solid angle of order $(d/\lambda)^{2/3}$. Its $\Lambda$ then also keeps growing, roughly as $d^{2/3}\lambda^{1/3}$, instead of levelling off. Roughness that closes off grazing paths, or grain boundaries, would require another calculation. If your samples otherwise fit the model, compare them where $\lambda$ is several times the thickness, so that film and wire differ clearly, but still below the quantum limit. A difference at one temperature does not confirm the logarithm, because other kinds of wall can give a similar ratio. The growth with $\lambda$ has to be compared as well.

## Calculated quantities

```
PATHS FROM RANDOM INTERIOR POINTS, LONGER THAN 10 h
film: traced 0.05007, law 0.05000
square wire: traced 0.00163, law 0.00159
round wire: traced 0.00125, law 0.00125
long film paths surviving side walls: 3.2 %
same from h/(pi L): 3.2 %
CHORD TAILS P(chord > L)
L = 5 h, film: traced 0.039960, law 0.040000
L = 5 h, square wire: traced 0.002533, law 0.002546
L = 5 h, round wire: traced 0.001963, law 0.002000
L = 10 h, film: traced 0.009950, law 0.010000
L = 10 h, square wire: traced 0.000317, law 0.000318
L = 10 h, round wire: traced 0.000235, law 0.000250
LOGARITHMIC COEFFICIENTS
film, dLambda/dln(lambda) in units of h: 0.7498
round wire, coefficient of (d^2/lambda) ln(lambda): -0.3749
round wire, Lambda/d at lambda = 10000 d: 0.99961
RECTANGULAR WIRES, LIMIT OF INFINITE BULK FREE PATH
w/h = 1: Lambda/h = 1.1150, traced 1.1158, wide-wire law 0.8949
w/h = 10: Lambda/h = 2.6465, traced 2.6493, wide-wire law 2.6218
w/h = 100: Lambda/h = 4.3512, traced 4.3486, wide-wire law 4.3487
WORKED EXAMPLE
film thickness = wire diameter = 10 nm
long chord means longer than 100 nm
bulk free path 40 nm:
  film Lambda = 14.68 nm (log law 13.57 nm)
  round wire Lambda = 7.63 nm
  sigma/sigma0: film 0.36711, wire 0.19074
  film-to-wire conductivity ratio = 1.92
  current on long chords: film 32.9 %, wire 4.4 %
bulk free path 400 nm:
  film Lambda = 30.96 nm (log law 30.84 nm)
  round wire Lambda = 9.55 nm
  sigma/sigma0: film 0.07740, wire 0.02389
  film-to-wire conductivity ratio = 3.24
  current on long chords: film 57.8 %, wire 9.1 %
bulk free path 4000 nm:
  film Lambda = 48.12 nm (log law 48.11 nm)
  round wire Lambda = 9.93 nm
  sigma/sigma0: film 0.01203, wire 0.00248
  film-to-wire conductivity ratio = 4.84
  current on long chords: film 71.9 %, wire 10.8 %
```
